# Hückel pi charges on the nitrogens of the benzotriazolate anion

## Question

I am reading about benzotriazole as a corrosion inhibitor for copper, and I want the Hückel pi charges of its anion, benzotriazolate, C₆H₄N₃⁻. The parameters I was given are $\alpha_N=\alpha+0.5\beta$ for nitrogen and the same $\beta$ for every bond, C–N and N–N included.

I am stuck in three places. First, I don't know whether the nitrogen that lost its proton should keep the "pyrrole-type" parameter it had as N–H. If I do that, the two outer nitrogens come out different, which looks wrong. Second, I am not sure how many pi electrons there are. Third, the secular determinant is 9×9 and I can't see how to do it by hand.

What are the charges, and which carry more negative charge: the two outer nitrogens or the central one? I would guess the outer ones, because they can pull electrons from carbon while the central one has only nitrogen neighbours, but I don't know whether that is the real reason.

## Answer

### Parameters and electron count

Number the ring atoms in order N1, N2, N3, C3a, C4, C5, C6, C7, C7a. The tenth bond, C3a–C7a, is shared by the two rings.

When the N–H proton leaves, the electron pair of that bond stays behind as a lone pair in the molecular plane. Every nitrogen then has two sigma bonds and one in-plane lone pair. N1 and N3 are equivalent by the mirror plane that passes through N2, so they must have the same parameter. The N–H parameter belongs to the neutral molecule.

A neutral nitrogen has five valence electrons. Two go into its sigma bonds and two into the lone pair, which leaves one for the pi system. Each carbon also gives one. With the extra electron of the anion,

$$N_\pi = 6+3+1 = 10 .$$

Every site has a core charge of $+1$ as seen by the pi electrons, so the pi charge in units of $e$ is

$$q_i = 1-n_i,\qquad n_i = 2\sum_{k=1}^{5} c_{ik}^2,\qquad \sum_i q_i = 9-10=-1 .$$

The sum runs over the five doubly occupied orbitals, and $c_{ik}$ is the coefficient of atom $i$ in orbital $k$. Overlap between different atomic orbitals is neglected, as usual in simple Hückel theory.

Write $E=\alpha+x\beta$. Because $\beta<0$, a larger $x$ means a lower energy, and the five largest values of $x$ are filled. Dividing the secular equations by $\beta$ gives

$$x\,c_i = h_i c_i+\sum_{j\ \text{bonded to}\ i}c_j ,$$

with $h=\tfrac12$ on nitrogen and $h=0$ on carbon.

### Splitting the determinant

The mirror exchanges N1 with N3, C7a with C3a, C7 with C4, and C6 with C5. For each pair, use the normalized sum and difference of the two atomic orbitals. Sums do not mix with differences, so the 9×9 problem separates into a 5×5 and a 4×4 problem.

Three matrix elements need care:

- N2 couples to $(\mathrm{N1}+\mathrm{N3})/\sqrt2$ with strength $(1+1)/\sqrt2=\sqrt2$. It does not couple to the difference.
- The bond C3a–C7a joins two mirror partners. It becomes a diagonal term, $+1$ for the sum and $-1$ for the difference.
- The bond C5–C6 does the same.

Both problems are now chains. The symmetric chain is N2, N, C3a, C4, C5 with diagonal terms $\tfrac12,\tfrac12,1,0,1$ and couplings $\sqrt2,1,1,1$. The antisymmetric chain is N, C3a, C4, C5 with diagonal terms $\tfrac12,-1,0,-1$ and couplings $1,1,1$.

For a chain, expand $\det(x-A)$ along the row of the site at its end. If that site has diagonal term $a$ and coupling $b$ to the next one,

$$P_{m+1}=(x-a)P_m-b^2P_{m-1}.$$

Start from the C5 end, with $P_0=1$. The symmetric chain gives

$$S_1=x-1,\qquad S_2=x(x-1)-1=x^2-x-1,$$

$$S_3=(x-1)S_2-S_1=(x-1)(x^2-x-2)=x^3-2x^2-x+2,$$

$$S_4=(x-\tfrac12)S_3-S_2=x^4-2.5x^3-x^2+3.5x,$$

$$S_5=(x-\tfrac12)S_4-2S_3=x^5-3x^4-1.75x^3+8x^2+0.25x-4 .$$

In $S_4$ the constants cancel: $-1$ from the product and $+1$ from $-S_2$. The factor 2 in $S_5$ is $(\sqrt2)^2$. The antisymmetric chain gives

$$D_1=x+1,\qquad D_2=x(x+1)-1=x^2+x-1,$$

$$D_3=(x+1)D_2-D_1=(x+1)(x^2+x-2)=x^3+2x^2-x-2,$$

$$D_4=(x-\tfrac12)D_3-D_2=x^4+1.5x^3-3x^2-2.5x+2 .$$

### The occupied orbitals

Integer arguments already locate the positive roots:

$$S_5(0)=-4,\quad S_5(1)=0.5,\quad S_5(2)=-1.5,\quad S_5(3)=21.5,$$

$$D_4(0)=2,\quad D_4(1)=-1,\quad D_4(2)=13 .$$

Each change of sign encloses a root, so there are at least three positive symmetric roots and two positive antisymmetric ones. There are no more. The coefficients of $S_5$ change sign three times and those of $D_4$ twice, and by Descartes' rule these numbers are upper limits. Ten electrons therefore fill all five orbitals with $x>0$.

Refining the roots by Newton's method or bisection gives

$$x=2.5158,\ 1.7180,\ 0.8897\quad\text{(symmetric)},$$

$$x=1.3262,\ 0.5656\quad\text{(antisymmetric)}.$$

The highest occupied orbital (HOMO) is the antisymmetric one at $0.5656$. The lowest empty orbital is at $-0.7669$, so the gap is $1.33|\beta|$ and the filling is unambiguous.

### Coefficients without solving for eigenvectors

For a symmetric matrix $A$ with eigenvalues $x_k$ and normalized eigenvectors,

$$\left[(x-A)^{-1}\right]_{jj}=\sum_k\frac{c_{jk}^2}{x-x_k}=\frac{M_j(x)}{P(x)} .$$

Here $P=\det(x-A)$, and $M_j$ is the same determinant with row and column $j$ deleted. The second equality is the cofactor formula for an inverse. Near a simple root, $P(x)\approx(x-x_k)P'(x_k)$. Comparing the coefficients of $1/(x-x_k)$ gives

$$c_{jk}^2=\frac{M_j(x_k)}{P'(x_k)} .$$

Deleting N2 from the symmetric chain leaves $S_4$. Deleting the N sum orbital cuts the chain into N2 alone, with determinant $x-\tfrac12$, and the carbon part $S_3$. In the antisymmetric chain, deleting N leaves $D_3$. A sum or difference orbital is shared equally by two atoms, which brings in a factor $\tfrac12$:

$$c_{N2}^2=\frac{S_4}{S_5'},\qquad c_{\rm outer}^2=\frac{(x-\frac12)S_3}{2S_5'}\quad\text{(symmetric)},$$

$$c_{N2}^2=0,\qquad c_{\rm outer}^2=\frac{D_3}{2D_4'}\quad\text{(antisymmetric)}.$$

The derivatives are

$$S_5'=5x^4-12x^3-5.25x^2+16x+0.25,$$

$$D_4'=4x^3+4.5x^2-6x-2.5 .$$

For the lowest-energy orbital, $x=2.5158$, the pieces are $S_3=2.749$, $S_4=2.728$ and $S_5'=16.494$. Hence

$$c_{N2}^2=\frac{2.728}{16.494}=0.165,\qquad c_{\rm outer}^2=\frac{2.0158\times2.749}{2\times16.494}=0.168 .$$

For the HOMO, $x=0.5656$, we have $D_3=-1.745$ and $D_4'=-3.730$, so

$$c_{\rm outer}^2=\frac{-1.745}{2(-3.730)}=0.234 .$$

All five orbitals are:

| $x$ | symmetry | $c^2$, each outer N | $c^2$, N2 |
|---:|:---|---:|---:|
| 2.5158 | symmetric | 0.1680 | 0.1654 |
| 1.7180 | symmetric | 0.0664 | 0.1790 |
| 1.3262 | antisymmetric | 0.1859 | 0 |
| 0.8897 | symmetric | 0.0090 | 0.2371 |
| 0.5656 | antisymmetric | 0.2339 | 0 |

### The charges

Add the columns and double them, since each orbital holds two electrons:

$$n_{\rm outer}=2(0.1680+0.0664+0.1859+0.0090+0.2339)=1.326,$$

$$n_{N2}=2(0.1654+0.1790+0.2371)=1.163 .$$

Therefore

$$\boxed{q_{N1}=q_{N3}=-0.326\,e,\qquad q_{N2}=-0.163\,e.}$$

**Each outer nitrogen carries more negative pi charge than the central one**, by about a factor of two with these parameters.

The carbon charges follow from the same cofactor rule: deleting a carbon inside a chain cuts it into two pieces, and $M_j$ is the product of their determinants. Deleting the end carbon leaves a single piece. In the antisymmetric chain, for example, deleting C3a leaves $(x-\tfrac12)D_2$, so each of C3a and C7a has

$$c^2=\frac{(x-\frac12)D_2}{2D_4'} .$$

In the HOMO this is $0.0656\times(-0.1145)/[2(-3.730)]=0.001$, so the fusion carbons hold almost none of that orbital. Over all five orbitals the charges are $-0.037\,e$ on each of C3a and C7a, $-0.025\,e$ on each of C4 and C7, and $-0.031\,e$ on each of C5 and C6. The nitrogens together hold $-0.816\,e$ and the carbons $-0.184\,e$, which add to $-1\,e$.

The populations can also be checked without any coefficients. For a normalized orbital, $x_k=\sum_{ij}c_{ik}A_{ij}c_{jk}$. A small change of $h_i$ changes $x_k$ by $c_{ik}^2\,dh_i$, because the first-order change of the eigenvector drops out by normalization. Hence

$$n_i=\frac{\partial}{\partial h_i}\,2\sum_{k=1}^{5}x_k .$$

Changing each $h_i$ by $\pm10^{-4}$ and taking the difference of the orbital sums reproduced all nine populations to within $10^{-6}$.

### Why the outer atoms win

N2 lies on the mirror plane. An antisymmetric orbital changes sign under the reflection, while the pi orbital of N2 is unchanged by it, so the coefficient on N2 must vanish. Two of the five occupied pairs therefore put nothing on N2. The HOMO pair alone puts $2\times0.2339=0.468$ electrons on each outer nitrogen.

If the HOMO pair is removed with all orbitals held fixed, the populations become $0.859$ on each outer nitrogen and $1.163$ on N2, and the order is reversed. The other antisymmetric pair matters as well. Removing it instead leaves $1.3264-2\times0.1859=0.955$ on each outer nitrogen, again below N2. The result needs both pairs.

The nodes alone do not guarantee the order, because the symmetric orbitals can favour N2 strongly enough to outweigh them. If both N–N couplings are reduced to $0.5\beta$, the same two antisymmetric pairs are filled, but N2 holds $1.378$ electrons and each outer nitrogen only $1.296$. The order depends on the balance between the two sets of orbitals.

A simple limit shows the pattern. Suppose the C–N couplings were switched off. The N₃ chain would have levels $x=\tfrac12+\sqrt2,\ \tfrac12,\ \tfrac12-\sqrt2$, and the benzene ring $2,1,1,-1,-1,-2$. The five largest values are $2,\ 1.914,\ 1,\ 1,\ 0.5$, so four electrons sit on the nitrogens. The lower N₃ orbital has weights $\tfrac14,\tfrac12,\tfrac14$ and the next one $\tfrac12,0,\tfrac12$. This gives

$$n_{\rm outer}=2\left(\tfrac14+\tfrac12\right)=\tfrac32,\qquad n_{N2}=2\cdot\tfrac12=1,$$

or charges of $-\tfrac12,0,-\tfrac12$. With the C–N bonds restored, the contrast is smaller but has the same sign.

As for the reason behind your guess, the order does not depend on nitrogen being more electronegative than carbon. With every $h$ set to zero and the bonds unchanged, the charges are $-0.252\,e$ on the outer sites and $-0.112\,e$ on the central one. The connectivity and the electron count already favour the outer positions. The nitrogen parameter $h=0.5$ makes all three sites more negative and widens the difference from $0.140$ to $0.163\,e$.

### When the order changes

The order is a result for these parameters, not a theorem about every Hückel model of this ion. Varying one setting at a time, with the others held at their stated values, the outer and central charges become equal at:

- $h_N=2.04$, when all three nitrogens are changed together and $h_N$ is kept positive;
- $h_{N2}=0.815$, when only the central nitrogen is changed;
- $k_{NN}=0.606$, when both N–N couplings are reduced to $k_{NN}\beta$.

The first crossing is far from the stated $0.5$. A reversal must occur somewhere, because N2 is the more negative at very large $h_N$. There the three nitrogen orbitals are nearly full. An empty carbon orbital contains an amplitude of order $1/h_N$ on an outer nitrogen, which is bonded to carbon, but of order $1/h_N^2$ on N2, which is reached through its neighbour. The outer atoms thus lose population of order $1/h_N^2$ and N2 loses only order $1/h_N^4$, so N2 ends up the more negative.

The second crossing needs only a modest change: giving N2 a parameter larger by about $0.32$ than its neighbours cancels the difference. A somewhat larger excess reverses the order.

The third crossing also has a clear limit. At $k_{NN}=0$, N2 is isolated with $x=0.5$, and the rest of the molecule has the levels given by $S_4=0$ and $D_4=0$. Since $S_4(0.5)=1.25$, $S_4(2)=-1$ and $S_4(3)=15$, two roots of $S_4$ lie above $0.5$; its others are zero and negative. Both positive roots of $D_4$ also lie above $0.5$. The N2 level is then the fifth and is filled, which puts the whole charge $-1\,e$ on N2 relative to its one-electron reference.

### How far to trust the numbers

Simple Hückel theory keeps $h_i$ fixed however much charge an atom collects. The omega technique corrects for this roughly by setting $h_i=h_i^{(0)}+\omega q_i$ and iterating to self-consistency. A negative $q_i$ lowers $h_i$ and so makes the atom less attractive to further electrons. With $\omega=1.4$ the charges become $-0.268\,e$ on each outer nitrogen and $-0.179\,e$ on N2. The order survives, but the difference falls from $0.163$ to $0.089\,e$.

A Hartree–Fock calculation with the 6-31G basis gives another comparison. It used a fixed planar geometry with C–C 1.40, C–N 1.36, N–N 1.34 and C–H 1.08 Å, and C–C–N angles of 108° at the ring fusion. The charges in $e$ were:

| | each outer N | N2 |
|:---|---:|---:|
| Löwdin, pi only | −0.304 | −0.103 |
| Löwdin, total | −0.281 | −0.112 |
| Mulliken, total | −0.473 | −0.117 |

The order is the same in all three rows. The total outer charge depends strongly on how electrons are assigned to atoms, so its size should not be read as a unique property of the ion. This calculation leaves out electron correlation, diffuse basis functions, relaxation of the geometry, and the solvent. It is a comparison at a stated level, not an exact reference. The charges are not converged to the digits shown. Adding five spherical d functions on each carbon and nitrogen (6-31G*) shifts the outer Mulliken charge by about $0.02\,e$ and the Löwdin charges by up to about $0.005\,e$. With six normalized Cartesian d functions instead, the shifts are about $0.03\,e$ and up to about $0.007\,e$. With diffuse functions added as well (6-31+G*, spherical d functions), the Löwdin charges stay within about $0.01\,e$ of the table, but the Mulliken charges become about $-0.40\,e$ on each outer nitrogen and $+0.05\,e$ on N2. The order is the same in both larger basis sets, but even the sign of the Mulliken charge on N2 depends on the basis.

For corrosion inhibition in water, the species in solution and the species bound to the metal need not be the same. Benzotriazole loses its proton at a pH of roughly 8, so in mildly acidic solution the dissolved inhibitor is mostly neutral. It can still lose the proton on binding: the protective film on copper is usually described as a copper(I) benzotriazolate. In the neutral molecule with its proton on N1, the pyrrole-type parameter does apply to that atom, which supplies two pi electrons and has $q=2-n$. Taking $h=1.5$ for N1 and $0.8\beta$ for both its bonds, with everything else unchanged, gives pi charges of $+0.282$, $-0.069$ and $-0.173\,e$ on N1, N2 and N3. The pi charge of N1 is thus about $0.6\,e$ more positive than in the anion. Its pi population nevertheless rises, from $1.33$ to $1.72$, because the larger $h$ and the weaker bonds both keep electrons on N1. The charge is still more positive because the core charge is now $+2$ instead of $+1$. This is the pi charge only: in a Hartree–Fock calculation with the 6-31G basis, the total charge on N1 of the neutral molecule is negative in both the Löwdin and the Mulliken analysis, because the sigma electrons outweigh the positive pi charge. In the neutral molecule "the outer nitrogens" no longer share one value. Even for the anion, these charges do not settle how it binds to copper: the in-plane lone pairs that can bond to the metal are not part of the pi system, and neither the surface nor the water is in the model.

The numerical output below lists the Hückel charges of all nine atoms and the 6-31G values.

## Calculated quantities

```
Inputs: h_N = 0.5, k_CN = 1.0, k_NN = 1.0 (units of beta)
Occupied orbitals: x, symmetry, c^2 on each outer N, c^2 on N2
  2.5158  sym   0.1680  0.1654
  1.7180  sym   0.0664  0.1790
  1.3262  anti  0.1859  0.0000
  0.8897  sym   0.0090  0.2371
  0.5656  anti  0.2339  0.0000
LUMO x = -0.7669; HOMO-LUMO gap = 1.3325 |beta|
Site: pi population (electrons), pi charge (e)
  N1   1.3264  -0.3264
  N2   1.1630  -0.1630
  N3   1.3264  -0.3264
  C3a  1.0367  -0.0367
  C4   1.0248  -0.0248
  C5   1.0307  -0.0307
  C6   1.0307  -0.0307
  C7   1.0248  -0.0248
  C7a  1.0367  -0.0367
Sum of N charges = -0.8157 e; C charges = -0.1843 e
Outer minus central charge = -0.1633 e
Without HOMO pair: n outer = 0.8586, n N2 = 1.1630
All h = 0: q outer = -0.2518 e, q N2 = -0.1119 e
Equal charges at common h_N = 2.037
Equal charges at central h = 0.815, outer h = 0.5
Equal charges at k_NN = 0.606, all h_N = 0.5
Omega = 1.4: q outer = -0.2679 e, q N2 = -0.1787 e
Neutral N1-H inputs: h = 1.5, both N1 bonds k = 0.8
Neutral pi charges N1, N2, N3 (e): +0.2815, -0.0694, -0.1734
HF geometry: CC 1.40, CN 1.36, NN 1.34, CH 1.08 angstrom
HF geometry: C-C-N angle at ring fusion = 108.0 degrees
HF/6-31G Lowdin pi: outer -0.304 e, N2 -0.103 e
HF/6-31G Lowdin total: outer -0.281 e, N2 -0.112 e
HF/6-31G Mulliken total: outer -0.473 e, N2 -0.117 e
```
